**Herring–Vogt scaling tested on a tilted ellipsoidal valley**

With mass tensor \(M\), \(m_d=(\det M)^{1/3}\) and \(\alpha=\sqrt{m_d}\,M^{-1/2}\), the scaling \(\mathbf k^*=\alpha\mathbf k\), \(\mathbf r^*=\alpha^{-1}\mathbf r\) makes the band spherical, and the collision term too if the rate depends on energies alone. The program asserts that the streaming terms agree in both coordinate sets with electric and magnetic fields present, and that the cyclotron mass follows from the scaled field. It solves the linear collision equation on the original ellipsoid, scattering-in included, and asserts that the mobility is \(\langle\!\langle\tau\rangle\!\rangle M^{-1}\), where \(\langle\!\langle\tau\rangle\!\rangle\) is the thermally averaged relaxation time. For a strong force \(\mathbf F\) it compares free-flight integrals over the ellipsoid with those over the spherical band. The drift velocities agree to a relative difference of about \(4\times10^{-12}\), and the mean energies agree to all printed digits. A screened-Coulomb rate serves as the counterexample: the mobility ratio falls from 4.5 to 2.16 at a screening wave number of 0.03 a.u.

## Numerical verification

```python
"""
Herring-Vogt scaling of one ellipsoidal valley (hbar = e = electron mass = 1).

Result under test: with energy = k.M^-1.k/2, m_d = det(M)^(1/3) and
alpha = sqrt(m_d) M^(-1/2), the variables
    k* = alpha k,  r* = alpha^-1 r,  E* = alpha E,  B* = alpha^-1 B
turn the Boltzmann equation into that of a spherical band of mass m_d,
provided the transition rate depends on the two states only through their
energies. Consequences: weak-field mobility = <<tau>> M^-1, and
strong-field drift v(F) = alpha v*(alpha F).

M: mass tensor; m_l, m_t: masses along and across the valley axis;
T: thermal energy; w0: strength of the elastic rate w0*delta(e - e');
tau: relaxation time; F: force on a carrier; carriers have charge -1.
"""
import numpy as np
from scipy import constants as const

m_l, m_t = 0.9, 0.2
T = 0.001
w0 = 0.6
gamma0 = 2.5e-4
force_strong = np.array([0.0, 0.0, 1.0e-5])
kappa = 0.03
identity = np.eye(3)


def inverse_mass(axis):
    a = np.array(axis, float)
    a /= np.linalg.norm(a)
    return identity / m_t + (1 / m_l - 1 / m_t) * np.outer(a, a)


axis = np.ones(3) / np.sqrt(3)
inv_M = inverse_mass(axis)
M = np.linalg.inv(inv_M)
m_d = (m_l * m_t**2) ** (1 / 3)
along = np.outer(axis, axis)
alpha = np.sqrt(m_d) * (along / np.sqrt(m_l) + (identity - along) / np.sqrt(m_t))
alpha_inv = np.linalg.inv(alpha)

# ---- Streaming operator, differentiated along the phase-space flow ----
rng = np.random.default_rng(4)
r, k, E, B, c1, c2 = rng.normal(size=(6, 3))


def f_star(rs, ks):
    return np.sin(c1 @ rs + 0.3 * ks[0]) * np.exp(-0.2 * ks @ ks) + np.cos(c2 @ ks)


def f_original(rr, kk):
    return f_star(alpha_inv @ rr, alpha @ kk)


def flow_derivative(func, rr, kk, velocity, force, h=1e-5):
    plus = func(rr + h * velocity, kk + h * force)
    minus = func(rr - h * velocity, kk - h * force)
    return (plus - minus) / (2 * h)


v = inv_M @ k
stream_original = flow_derivative(f_original, r, k, v, -(E + np.cross(v, B)))
rs, ks = alpha_inv @ r, alpha @ k
vs = ks / m_d
force_s = -(alpha @ E + np.cross(vs, alpha_inv @ B))
stream_scaled = flow_derivative(f_star, rs, ks, vs, force_s)
assert abs(stream_original - stream_scaled) < 1e-6 * (1 + abs(stream_scaled))

# ---- Cyclotron mass for B along z, from the linear equation of motion ----
z = identity[2]
generator = np.array([-np.cross(inv_M @ e, z) for e in identity]).T
omega = np.max(np.abs(np.linalg.eigvals(generator).imag))
cyclotron_direct = 1 / omega
cyclotron_scaled = m_d / np.linalg.norm(alpha_inv @ z)
assert abs(cyclotron_direct / cyclotron_scaled - 1) < 1e-10
assert abs(np.sqrt(np.linalg.det(M) / M[2, 2]) / cyclotron_direct - 1) < 1e-10


# ---- Linear collision equation solved on the original energy surface ----
def solve_surface(inv_mass, energy, screening=None, n_theta=20):
    """Solve sum_j W_ij w_j (g_i - g_j) = v_i; return w, v, g, exit rates."""
    cosines, w_cos = np.polynomial.legendre.leggauss(n_theta)
    n_phi = 2 * n_theta
    phi = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
    ct, ph = [x.ravel() for x in np.meshgrid(cosines, phi, indexing="ij")]
    st = np.sqrt(1 - ct**2)
    direction = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=1)
    solid_angle = np.repeat(w_cos, n_phi) * 2 * np.pi / n_phi
    q = np.einsum("ia,ab,ib->i", direction, inv_mass, direction)
    k_len = np.sqrt(2 * energy / q)
    kk = direction * k_len[:, None]
    vel = kk @ inv_mass
    weight = solid_angle * k_len / q / (2 * np.pi) ** 3
    size = len(weight)
    if screening is None:
        rate = np.full((size, size), w0)
    else:
        k2 = np.sum(kk**2, axis=1)
        transfer2 = k2[:, None] + k2[None, :] - 2 * kk @ kk.T
        rate = w0 / (1 + transfer2 / screening**2) ** 2
    scatter_in = rate * weight[None, :]
    exit_rate = scatter_in.sum(axis=1)
    # The extra row fixes the particle number, which collisions leave free.
    matrix = np.zeros((size + 1, size + 1))
    matrix[:size, :size] = np.diag(exit_rate) - scatter_in
    scale = exit_rate.mean()
    matrix[:size, size] = scale
    matrix[size, :size] = scale * weight / weight.sum()
    rhs = np.vstack([vel, np.zeros((1, 3))])
    g = np.linalg.solve(matrix, rhs)[:size]
    return weight, vel, g, exit_rate


def dos_scaled(energy):
    return m_d**1.5 * np.sqrt(2 * energy) / (2 * np.pi**2)


weight, vel, g, exit_rate = solve_surface(inv_M, T)
dos_direct = weight.sum()
tau_T = 1 / (w0 * dos_scaled(T))
relaxation_error = np.max(np.abs(g - tau_T * vel)) / np.max(np.abs(tau_T * vel))
assert abs(dos_direct / dos_scaled(T) - 1) < 2e-5
assert relaxation_error < 1e-4

# Thermal average, energy = T x^2
x_nodes, x_weights = np.polynomial.legendre.leggauss(30)
x_nodes, x_weights = 3 * (x_nodes + 1), 3 * x_weights
density, response = 0.0, np.zeros((3, 3))
for x, wx in zip(x_nodes, x_weights):
    w_s, v_s, g_s, _ = solve_surface(inv_M, T * x**2)
    factor = wx * 2 * T * x * np.exp(-x**2)
    density += factor * w_s.sum()
    response += factor * (v_s * w_s[:, None]).T @ g_s / T
mobility_direct = response / density
tau_mean = 4 * tau_T / (3 * np.sqrt(np.pi))
mobility_scaled = tau_mean * inv_M
mobility_error = np.max(np.abs(mobility_direct - mobility_scaled)) / mobility_scaled[2, 2]
assert mobility_error < 5e-5

# ---- Four equally filled valleys on the cube diagonals ----
valley_sum = np.zeros((3, 3))
for a in [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]:
    w_s, v_s, g_s, _ = solve_surface(inverse_mass(a), T)
    valley_sum += (v_s * w_s[:, None]).T @ g_s / w_s.sum() / 4
mass_c_direct = tau_T * (2 * T / 3) / valley_sum[2, 2]
mass_c_formula = 3 / (1 / m_l + 2 / m_t)
assert np.max(np.abs(valley_sum - valley_sum[2, 2] * identity)) < 1e-4 * valley_sum[2, 2]
assert abs(mass_c_direct / mass_c_formula - 1) < 5e-5

# ---- A rate depending on |k - k'| breaks the simple mobility ratio ----
across = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)


def mobility_ratio(screening, n_theta=20):
    w_s, v_s, g_s, _ = solve_surface(inv_M, T, screening, n_theta)
    tensor = (v_s * w_s[:, None]).T @ g_s
    return (across @ tensor @ across) / (axis @ tensor @ axis)


ratio_isotropic = mobility_ratio(None)
ratio_coulomb = mobility_ratio(kappa)
ratio_short_range = mobility_ratio(100 * kappa)
assert abs(ratio_isotropic / (m_l / m_t) - 1) < 1e-4
assert abs(mobility_ratio(kappa, 14) / ratio_coulomb - 1) < 1e-2
assert ratio_coulomb < 0.95 * m_l / m_t
assert abs(ratio_short_range / (m_l / m_t) - 1) < 1e-2


# ---- Strong field: free flights between energy-only scattering events ----
def flight_averages(k0, cell, inv_mass, force):
    """Steady-state drift velocity, mean energy and mean momentum-loss rate."""
    v0 = k0 @ inv_mass
    e0 = 0.5 * np.sum(k0 * v0, axis=1)
    power = v0 @ force
    b = force @ inv_mass @ force
    start = cell * (1 + e0 / T) * np.exp(-e0 / T)
    nodes, weights = np.polynomial.legendre.leggauss(80)
    longest = 30 / gamma0
    norm, energy = 0.0, 0.0
    momentum, loss = np.zeros(3), np.zeros(3)
    for y, wy in zip((nodes + 1) / 2, weights / 2):
        s = longest * y**2
        action = s + (e0 * s + power * s**2 / 2 + b * s**3 / 6) / T
        p = start * np.exp(-gamma0 * action) * 2 * longest * y * wy
        e_now = e0 + power * s + b * s**2 / 2
        k_now = k0 + force * s
        norm += p.sum()
        energy += p @ e_now
        momentum += p @ k_now
        loss += (p * gamma0 * (1 + e_now / T)) @ k_now
    return inv_mass @ momentum / norm, energy / norm, loss / norm


line = np.sqrt(T) * np.linspace(-5.1, 5.1, 31)
grid = np.stack(np.meshgrid(line, line, line, indexing="ij"), axis=-1).reshape(-1, 3)
drift_direct, energy_direct, loss_direct = flight_averages(
    grid, np.ones(len(grid)), inv_M, force_strong)

thermal_k = np.sqrt(m_d * T)
parallel = thermal_k * np.linspace(-7.5, 7.5, 61)
u, wu = np.polynomial.legendre.leggauss(40)
radial, w_radial = 3.75 * thermal_k * (u + 1), 3.75 * thermal_k * wu
pr, pz = [x.ravel() for x in np.meshgrid(radial, parallel, indexing="ij")]
cylinder = np.stack([pr, np.zeros_like(pr), pz], axis=1)
cell = np.repeat(w_radial * radial, len(parallel))


def spherical_drift(force_size):
    out = flight_averages(cylinder, cell, identity / m_d, force_size * z)
    return out[0][2], out[1]


F_star = alpha @ force_strong
F_star_size = np.linalg.norm(F_star)
speed_star, energy_scaled = spherical_drift(F_star_size)
drift_scaled = alpha @ (speed_star * F_star / F_star_size)
weak_speed, _ = spherical_drift(F_star_size / 1000)
mobility_drop = (speed_star / F_star_size) / (weak_speed / (F_star_size / 1000))
drift_error = np.linalg.norm(drift_direct - drift_scaled) / np.linalg.norm(drift_scaled)
assert np.linalg.norm(loss_direct - force_strong) < 1e-5 * force_strong[2]
assert drift_error < 1e-5
assert abs(energy_direct / energy_scaled - 1) < 1e-5
assert mobility_drop < 0.9


def angle_to_z(vector):
    return np.degrees(np.arccos(vector[2] / np.linalg.norm(vector)))


angle_weak = angle_to_z(mobility_direct @ z)
angle_strong = angle_to_z(drift_direct)
assert abs(angle_weak - angle_strong) < 0.01

# ---- Numbers for the text ----
bohr = const.physical_constants["Bohr radius"][0]
mobility_unit = const.e * bohr**2 / const.hbar * 1e4
velocity_unit = const.physical_constants["atomic unit of velocity"][0] * 100
print("Inputs (a.u. = Hartree atomic units)")
print(f"m_l, m_t = {m_l}, {m_t} electron masses; axis (1,1,1)")
print(f"thermal energy T = {T} hartree; w0 = {w0} a.u.")
print("Scaling")
print(f"m_d = {m_d:.5f} electron masses")
print(f"alpha diagonal, off-diagonal = {alpha[0, 0]:.5f}, {alpha[0, 1]:.5f}")
print(f"alpha along, across axis = {axis @ alpha @ axis:.5f}, {across @ alpha @ across:.5f}")
print(f"det alpha = {np.linalg.det(alpha):.6f}")
print(f"M^-1 diagonal, off-diagonal = {inv_M[0, 0]:.5f}, {inv_M[0, 1]:.5f} a.u.")
print(f"streaming term, original = {stream_original:.7f} (test values)")
print(f"streaming term, scaled   = {stream_scaled:.7f} (test values)")
print(f"cyclotron mass, B along z: direct = {cyclotron_direct:.5f} electron masses")
print(f"cyclotron mass, B along z: scaled = {cyclotron_scaled:.5f} electron masses")
print("Weak field, elastic isotropic rate")
print(f"density of states at T per spin: direct = {dos_direct:.6e} a.u.")
print(f"density of states at T per spin: scaled = {dos_scaled(T):.6e} a.u.")
print(f"tau at energy T = {tau_T:.2f} a.u.")
print(f"largest relative error of g = tau v: {relaxation_error:.1e}")
print(f"<<tau>> = {tau_mean:.2f} a.u.")
print(f"mobility zz: direct = {mobility_direct[2, 2]:.2f} a.u.")
print(f"mobility zz: scaled = {mobility_scaled[2, 2]:.2f} a.u.")
print(f"mobility zz = {mobility_scaled[2, 2] * mobility_unit:.2f} cm^2/(V s)")
print(f"mobility xz: direct = {mobility_direct[0, 2]:.2f} a.u.")
print(f"mobility xz: scaled = {mobility_scaled[0, 2]:.2f} a.u.")
print(f"angle between drift and force = {angle_weak:.3f} degrees")
print(f"four-valley mass: direct = {mass_c_direct:.5f} electron masses")
print(f"four-valley mass: formula = {mass_c_formula:.5f} electron masses")
print("Strong field, separable rate")
print(f"Gamma0 = {gamma0:.2e} a.u.; force along z = {force_strong[2]:.1e} a.u.")
print(f"scaled force size = {F_star_size:.5e} a.u.")
print(f"spherical drift speed v* = {speed_star:.6f} a.u.")
print(f"drift x, z: direct = {drift_direct[0]:.6f}, {drift_direct[2]:.6f} a.u.")
print(f"drift x, z: scaled = {drift_scaled[0]:.6f}, {drift_scaled[2]:.6f} a.u.")
print(f"drift speed = {np.linalg.norm(drift_direct):.6f} a.u.")
print(f"drift speed = {np.linalg.norm(drift_direct) * velocity_unit:.4e} cm/s")
print(f"relative drift difference = {drift_error:.1e}")
print(f"mean energy: direct = {energy_direct:.7f} hartree")
print(f"mean energy: scaled = {energy_scaled:.7f} hartree")
print(f"equilibrium mean energy 3T/2 = {1.5 * T:.7f} hartree")
print(f"mobility relative to weak field = {mobility_drop:.4f}")
print(f"angle between drift and force = {angle_strong:.3f} degrees")
print("Mobility across / along the axis at energy T")
print(f"m_l/m_t = {m_l / m_t:.4f}; isotropic rate, direct = {ratio_isotropic:.4f}")
print(f"screened Coulomb, kappa = {kappa} a.u.: {ratio_coulomb:.4f}")
print(f"screened Coulomb, kappa = {100 * kappa:.1f} a.u.: {ratio_short_range:.4f}")
print("tests ok")
```

It prints:

```
Inputs (a.u. = Hartree atomic units)
m_l, m_t = 0.9, 0.2 electron masses; axis (1,1,1)
thermal energy T = 0.001 hartree; w0 = 0.6 a.u.
Scaling
m_d = 0.33019 electron masses
alpha diagonal, off-diagonal = 1.05850, -0.22640
alpha along, across axis = 0.60571, 1.28490
det alpha = 1.000000
M^-1 diagonal, off-diagonal = 3.70370, -1.29630 a.u.
streaming term, original = 0.4057525 (test values)
streaming term, scaled   = 0.4057525 (test values)
cyclotron mass, B along z: direct = 0.28823 electron masses
cyclotron mass, B along z: scaled = 0.28823 electron masses
Weak field, elastic isotropic rate
density of states at T per spin: direct = 4.298694e-04 a.u.
density of states at T per spin: scaled = 4.298694e-04 a.u.
tau at energy T = 3877.15 a.u.
largest relative error of g = tau v: 1.8e-09
<<tau>> = 2916.59 a.u.
mobility zz: direct = 10802.20 a.u.
mobility zz: scaled = 10802.20 a.u.
mobility zz = 459.57 cm^2/(V s)
mobility xz: direct = -3780.77 a.u.
mobility xz: scaled = -3780.77 a.u.
angle between drift and force = 26.334 degrees
four-valley mass: direct = 0.27000 electron masses
four-valley mass: formula = 0.27000 electron masses
Strong field, separable rate
Gamma0 = 2.50e-04 a.u.; force along z = 1.0e-05 a.u.
scaled force size = 1.10586e-05 a.u.
spherical drift speed v* = 0.034235 a.u.
drift x, z: direct = -0.013251, 0.037860 a.u.
drift x, z: scaled = -0.013251, 0.037860 a.u.
drift speed = 0.042244 a.u.
drift speed = 9.2416e+06 cm/s
relative drift difference = 3.9e-12
mean energy: direct = 0.0019178 hartree
mean energy: scaled = 0.0019178 hartree
equilibrium mean energy 3T/2 = 0.0015000 hartree
mobility relative to weak field = 0.7433
angle between drift and force = 26.334 degrees
Mobility across / along the axis at energy T
m_l/m_t = 4.5000; isotropic rate, direct = 4.5000
screened Coulomb, kappa = 0.03 a.u.: 2.1636
screened Coulomb, kappa = 3.0 a.u.: 4.4985
tests ok
```
